Why partial electron counts from optical sum rules differ

The argument under review runs as follows. The f-sum rule can be written for the imaginary part ε₂ of the dielectric function, for the extinction coefficient k, or for the loss function Im(−1/ε). All three forms give the same total number of electrons. Therefore, it is said, cutting any of the integrals at ω defines one function n_eff(ω), the number of electrons active up to that energy. The argument then takes a model solid with one electron's worth of oscillator strength in a low absorption band, integrates the loss function to the transparent gap above it, finds 0.46, and concludes that more than half of that strength is inactive.

The integral is correct and the conclusion is not. Equality of complete integrals says nothing about equal partial integrals. What has to be settled is what each partial integral measures, and whether 0.46 is compatible with a low band of strength one.

**Definitions**

The response is taken as local, linear, isotropic, nonmagnetic, causal and passive, with time factor e^(−iωt). The symbol ω stands for the photon energy ħω, in eV. Write

ε = ε₁ + iε₂,  √ε = n + ik.

Let V be a reference volume, and let

w = ħ²e²/(ε₀mV)

be the squared plasma energy of one electron per V. The three counts are

n_ε(Ω) = (2/πw) ∫₀^Ω ω ε₂ dω,
n_k(Ω) = (4/πw) ∫₀^Ω ω k dω,
n_L(Ω) = (2/πw) ∫₀^Ω ω Im(−1/ε) dω.

A count based on the product nk is not a fourth one: squaring n + ik gives ε₂ = 2nk, so it reproduces n_ε.

The integrands already show the difficulty. Since k = ε₂/(2n) and Im(−1/ε) = ε₂/|ε|², wherever ε₂ > 0 the three counts accumulate in the proportions

1 : 1/n : 1/|ε|².

These weights have a direct meaning. The absorbed power per volume is proportional to ωε₂|E|², with E the field in the medium. For a given displacement D, E = D/(ε₀ε), which supplies 1/|ε|². For a travelling light wave the power is compared with an energy flux proportional to n|E|², which supplies 1/n. The same transitions are weighed against different driving quantities.

**What a partial integral knows**

The complete integrals agree because of analyticity, and the same property gives the partial ones. For an insulator the dispersion relation reads

ε(ω) = 1 + (2/π) ∫₀^∞ ω′ε₂(ω′)/(ω′² − ω²) dω′.

Put ω = x + iy with y > 0. The imaginary part of 1/(ω′² − ω²) is 2xy/|ω′² − ω²|². As ε₂ ≥ 0, Im ε has the sign of x and does not vanish for x ≠ 0. For x = 0 the denominator is ω′² + y², so ε is real and greater than 1. Hence in the upper half plane ε never reaches zero or the negative real axis, and √ε (principal branch) and −1/ε are analytic there, as ε is.

Let F be any of these three functions. Integrate ωF along the real axis from −Ω to Ω, passing just above any singularity, and back along the semicircle ω = Ωe^(iθ), θ from 0 to π. The sum vanishes. On the real axis Re F is even and Im F is odd, so ω Re F integrates to zero and the straight part gives 2i∫₀^Ω ω Im F dω. On the arc dω = iΩe^(iθ)dθ. Therefore

2i ∫₀^Ω ω Im F dω + iΩ² ∫₀^π F(Ωe^(iθ)) e^(2iθ) dθ = 0,

∫₀^Ω ω Im F dω = −(Ω²/2) ∫₀^π F(Ωe^(iθ)) e^(2iθ) dθ.  (1)

The cutoff must not sit on a singularity of F. An undamped plasmon below Ω, a delta function in the loss function, is included on the left.

Two cases of (1) are needed. A constant F contributes nothing, because e^(2iθ) integrates to zero from 0 to π. A term F = −a/ω² makes the integrand −a/Ω², and the result is +πa/2.

Now let Ω grow beyond all absorption. There ε → 1 − ω_p²/ω², with ω_p² = wN and N the total number of electrons per V. Expanding,

√ε → 1 − ω_p²/(2ω²),
−1/ε → −1 − ω_p²/ω².

The three integrals become πω_p²/2, πω_p²/4 and πω_p²/2. With the prefactors chosen above, every count equals N. The agreement rests on ε tending to 1: the slope of √ε there is 1/2 and that of −1/ε is 1. This must hold on the whole arc. With absorption still to come above the cutoff the reason is absent, even if ε happens to equal 1 at the cutoff itself, as it does at one energy in the gap of the model below.

**A cutoff in a transparent gap**

Suppose a low band ends below Ω and all other absorption begins above Ω. Split the dispersion integral accordingly. For the low band ω′ < |ω|, so

1/(ω′² − ω²) = −1/ω² − ω′²/ω⁴ − …

For the high absorption ω′ > |ω|, so

1/(ω′² − ω²) = 1/ω′² + ω²/ω′⁴ + …

Together,

ε = ε_b + bω² + … − A/ω² − C/ω⁴ − …,  (2)

with

ε_b = 1 + (2/π) ∫_high ε₂/ω dω,
b = (2/π) ∫_high ε₂/ω³ dω,
A = (2/π) ∫_low ω ε₂ dω = wN₁,
C = (2/π) ∫_low ω³ ε₂ dω.

N₁ is the oscillator strength of the low band. The background ε_b is the static dielectric constant that the high absorption alone would produce. Electrons whose absorption lies above the cutoff are thus present in the response below it, as polarizable matter.

Assume ε > 0 in the gap from the cutoff upwards. Then F = G(ε), with G one of the three functions, can be expanded in even powers of ω on the circle |ω| = Ω. A term cω^(2m) enters (1) with the angular factor e^(2i(m+1)θ), which integrates to zero unless m = −1. The partial integral is −π/2 times the coefficient of ω⁻² in G(ε). It does not depend on where in this part of the gap the cutoff lies, so each count has a plateau.

First neglect the dispersion of the background, b = 0 and likewise the higher powers. Assume also that ε_b − A/ω² − C/ω⁴ − … stays positive at all real energies above the cutoff, so that the circle may be enlarged until this series is small. Then

G(ε) = G(ε_b) − A G′(ε_b)/ω² + O(ω⁻⁴),

and the integral is (π/2)A G′(ε_b). The derivatives are 1 for ε, 1/(2√ε_b) for √ε and 1/ε_b² for −1/ε. Hence

n_ε = N₁,
n_k = N₁/√ε_b,
n_L = N₁/ε_b².  (3)

For a constant background these are exact, whatever the shape of the low band. They answer the reviewed argument in principle: a loss count below N₁ is what a fully active low band must give when it is embedded in a polarizable background.

**Dispersion of the background**

A real background rises with ω, as b > 0 shows. Write χ = −A/ω² − C/ω⁴ − … and keep the first order in b:

G(ε_b + χ + bω²) ≈ G(ε_b + χ) + bω² G′(ε_b + χ).

The second term contributes to ω⁻² through the ω⁻⁴ part of G′(ε_b + χ). From G′ + G″χ + G‴χ²/2, that part is −C G″ + A²G‴/2, because χ² begins with A²/ω⁴. The coefficient of ω⁻² is therefore

−A G′ + b(−C G″ + A²G‴/2),

and multiplication by −π/2 gives

∫₀^Ω ω Im G dω ≈ (π/2)[A G′ + b(C G″ − A²G‴/2)],

all derivatives taken at ε_b. For ε the second and third derivatives vanish and n_ε = N₁ is untouched. For √ε they are

G″ = −1/(4ε_b^(3/2)),  G‴ = 3/(8ε_b^(5/2)).

For −1/ε they are

G″ = −2/ε_b³,  G‴ = 6/ε_b⁴.

Inserting them with the prefactors 4/(πw) and 2/(πw),

n_k ≈ N₁/√ε_b − (b/w)[C/(2ε_b^(3/2)) + 3A²/(8ε_b^(5/2))],
n_L ≈ N₁/ε_b² − (b/w)[2C/ε_b³ + 3A²/ε_b⁴].  (4)

Both corrections are negative. To this order the rising background lowers the two counts further.

**The disputed model, worked through**

The model has √w = 8 eV, which corresponds to 1/V = 4.64×10²⁸ m⁻³. The low band runs from 2 to 14 eV with strength 1, the high band from 20 to 60 eV with strength 10. For a band with edges l and h and area A_j (strength times w), ε₂ is a semi-ellipse in ω²:

ε₂ = (2A_j/R²) √[R² − (ω² − c)²],
c = (l² + h²)/2,  R = (h² − l²)/2.

The corresponding complex susceptibility, with z = ω², is

χ_j = −2A_j/[z − c + √(z − l²) √(z − h²)].

Indeed the product of the roots squares to (z − c)² − R², so χ_j also equals −(2A_j/R²)[z − c − √(z − l²)√(z − h²)]. Just above the band the roots multiply to i√[R² − (z − c)²], which returns ε₂. At large z, χ_j → −A_j/z, as the strength requires.

At z = 0 the roots multiply to −lh, and χ_j(0) = 2A_j/(c + lh) = 4A_j/(l + h)². For the high band A_j = 640 eV², so

ε_b = 1 + 4 × 640/80² = 1.4.

The first derivative of χ_j with respect to z at zero is 2A_j(1 + c/lh)/(c + lh)². With c = 2000 eV² and lh = 1200 eV²,

b = 2 × 640 × (1 + 2000/1200)/3200² = 3.33×10⁻⁴ eV⁻².

For the low band A = 64 eV². Its semi-ellipse is symmetric about c = 100 eV², so C = 100A = 6400 eV⁴.

No plasmon may hide in the transparent ranges. In the gap each term of the dispersion integral rises with ω, so ε is smallest at 14 eV. There the low band gives −2A/R = −128/96 = −1.33, while the background is at least 1.4; ε is positive. The same sum with the constant 1.4 is positive at 14 eV and rises above it, as the step to (3) required. Above 60 eV the smallest value occurs at the edge, where the high band gives −1280/1600 = −0.8 and the low band about −0.02, so ε stays positive there too. Outside the bands k and the loss function therefore vanish.

The leading formulas (3) predict

n_k = 1/√1.4 = 0.845,
n_L = 1/1.4² = 0.510.

The brackets in (4) are

k: 6400/(2 × 1.4^(3/2)) + 3 × 64²/(8 × 1.4^(5/2)) = 1932 + 662 = 2594 eV⁴,
loss: 2 × 6400/1.4³ + 3 × 64²/1.4⁴ = 4665 + 3199 = 7863 eV⁴,

where the last sum was rounded after addition. Multiplication by b/w, with w = 64 eV², gives reductions of 0.0135 and 0.0410. The improved predictions are 0.832 and 0.469.

Direct Gauss–Legendre integration over the absorption bands gives the following counts, in electrons per V:

cutoff  n_ε  n_k  n_L
8 eV:  0.267  0.174  0.044
12 eV:  0.781  0.579  0.192
17 eV:  1.000  0.829  0.463
30 eV:  1.998  1.626  0.851
50 eV:  7.957  7.080  4.325
70 eV:  11.000  11.000  11.000

The row at 17 eV lies in the gap. The value 0.463 is the one on which the reviewed argument relies, and it belongs to a low band of strength exactly 1. Relative to the computed value, the leading loss formula is about 10% too high and the first-order formula about 1.3% too high. For k the corresponding errors are 1.9% and 0.3%.

Someone who has the loss count and knows ε_b might undo the screening by multiplication. This gives 0.463 × 1.96 = 0.908, not 1. For k the result is 0.829 × √1.4 = 0.981. The remaining deficits, 9% and 2% of N₁, come from background dispersion, since (3) would be exact without it.

The approximation improves when the high band moves away. Multiply its edges by s and its strength by s², which keeps ε_b fixed. Then b, with two more inverse powers of energy than ε_b − 1, falls as s⁻², and so should the error of (3). The terms omitted from (4), of order b² or from the ω⁴ coefficient of the background, fall as s⁻⁴. Repeating the integration at s = 4 and s = 8 reduces the error of (3) by a factor of 4.03 for k and 4.02 for the loss function, and that of (4) by 16.1, close to the expected 4 and 16.

**Inside a band there is no fixed factor**

It would replace one error by another to divide every partial count by a background factor. At 8 eV, within the low band, the computed ratios are

n_k/n_ε = 0.651,  n_L/n_ε = 0.164,

against the background factors 0.845 and 0.510. By the proportions 1 : 1/n : 1/|ε|², these ratios are averages of 1/n and 1/|ε|² up to the cutoff, weighted with ωε₂. They contain the complete ε, including the low band's own polarization, and not ε_b alone.

The weights can also exceed one. Between 12 and 17 eV n_ε grows by 0.219 and n_L by 0.271. The average of 1/|ε|² over the absorption in that interval is 0.271/0.219 = 1.24, so |ε| must be below 1 in part of it. The loss count, suppressed lower down, catches up there, but not completely.

**Where the difference goes**

Subtracting the gap row from the final row gives the counts collected in the high range:

n_ε: 10.000,  n_k: 10.171,  n_L: 10.537.

The high band has strength 10. The surplus in n_L is what was missing at 17 eV, 1 − 0.463 = 0.537. In the leading approximation it is N₁(1 − 1/ε_b²). Nothing has been lost; but the loss spectrum above the gap cannot be assigned to the high band's strength alone, because its weight 1/|ε|² contains both bands.

Removing the high band isolates the cause. Then ε_b = 1 and b = 0, and (3) gives 1 for all three counts above the band. One precaution is needed. At 14 eV ε is now 1 − 1.33 = −0.33, so it vanishes at a higher energy. Setting χ_j = −1 requires z − c + √[(z − c)² − R²] = 2A = 128 eV². With u = z − c, isolating the root and squaring gives

u² − 96² = (128 − u)²,  hence 256u = 128² + 96² and u = 100 eV².

Thus z = 200 eV², and an undamped plasmon lies at 14.1 eV. Between the band edge and this energy ε is negative, so k is nonzero although ε₂ is zero. Both pieces belong to the counts. Evaluating the semicircle integral (1) at 17 eV includes them and returns 1.000 for n_ε, n_k and n_L. The low band by itself is not deficient in any of the three measures.

**When there is no plateau**

The result needs a gap. If the bands overlap, the splitting (2) has no circle on which to hold, and no single ε_b relates the counts. A long absorption tail also blurs the plateau. For a damped oscillator,

χ = A/(ω₀² − ω² − iγω),

ε₂ tends to Aγ/ω³ well above resonance. For Ω well above ω₀ the part of ∫ωε₂dω beyond Ω is then approximately Aγ/Ω, and n_ε falls short of N₁ by a fraction of about 2γ/(πΩ). This deficit is present before any question of screening arises.

**Oscillator strength is not a head count**

Even n_ε = N₁ does not establish how many electrons occupy the low shell. Take two noninteracting particles of the same spin in the lowest levels of a one-dimensional box of length L. Define

f_ij = 2m(E_j − E_i)|x_ij|²/ħ².

For each level i the sum over all j is 1, downward transitions counting negatively. For levels 1 and 2,

x₁₂ = (1/L) ∫₀^L x[cos(πx/L) − cos(3πx/L)] dx = −(2L/π²)(1 − 1/9) = −16L/(9π²).

With E₂ − E₁ = 3π²ħ²/(2mL²),

f₁₂ = (3π²/L²) × 256L²/(81π⁴) = 256/(27π²) = 0.961.

The transition from 1 to 2 is blocked because level 2 is filled. The lower particle keeps the strength 1 − f₁₂ = 0.039. For the upper one f₂₁ = −f₁₂ is likewise absent from the absorption, and its upward transitions sum to 1 + f₁₂ = 1.961. The total is still 2. In a solid the same exclusion can move strength between shells, so N₁ should be reported as oscillator strength.

**Assessment**

The claim of inactive electrons should be withdrawn. The partial loss integral of 0.46 may stand if it is labelled as a loss count and given with its cutoff. To find the oscillator strength that the low band has in the macroscopic ε₂, the ε₂ integral is the appropriate one. The model adds the band susceptibilities and so has no local-field effects. Where these matter, the high absorption rescales the ε₂ plateau as well. If the same two bands, with χ their summed susceptibility, are linked by the Lorentz–Lorenz relation ε = (1 + 2χ/3)/(1 − χ/3), the gap value of n_ε becomes 1.36, near the factor [(ε_b + 2)/3]² = 1.33 for the ε_b = 1.46 of that case, while the total remains 11. If only k or loss data below the gap are available, equation (3) gives a first estimate once ε_b is known, and equation (4) shows how far the dispersion of the background shifts it, provided that b and the low-band moment C can also be estimated.
